# Critical ionization frequency for drifting, diffusing electrons between absorbing plates

## Definitions and conventions

Two wide plane plates stand at \(x=0\) (cathode) and \(x=d\) (anode). The electron density between them is \(n(x,t)\). Electrons drift toward the anode at speed \(w\ge 0\), diffuse along \(x\) with coefficient \(D>0\), and each produces new electrons at the rate \(\nu\), the ionization frequency. All three are uniform and constant. The particle flux, positive toward the anode, is

\[
\Gamma = wn - D\,n_x ,
\]

where subscripts \(x\) and \(t\) denote derivatives. Particle balance, \(n_t=-\Gamma_x+\nu n\), gives

\[
n_t = D\,n_{xx} - w\,n_x + \nu n . \tag{1}
\]

The plates absorb every arriving electron and emit none. In the diffusion description this is idealized as

\[
n(0,t)=n(d,t)=0 . \tag{2}
\]

The true density at an absorbing wall is small but not zero; the correction is estimated below.

The critical frequency \(\nu_c\) separates final decay from final growth of a small initial density. The density must be low enough for space charge and recombination to be negligible, which makes (1) linear.

Algebra is in atomic units, with electron mass and elementary charge equal to one. The example uses cm, V/cm, eV and s.

## The simple case: no drift

With \(w=0\), try \(n=f(x)e^{st}\). Equation (1) becomes

\[
f''=-q^2 f,\qquad q^2=\frac{\nu-s}{D}.
\]

Multiplying by the complex conjugate \(f^*\), integrating over the gap and using \(f=0\) at both ends gives \(q^2\int |f|^2dx=\int |f'|^2dx>0\), so \(q\) is real. The solution vanishing at \(x=0\) is \(\sin qx\), and the anode condition requires \(q=k\pi/d\) with \(k=1,2,\dots\). Hence

\[
s_k=\nu-\frac{Dk^2\pi^2}{d^2}.
\]

The mode \(k=1\) has the largest growth rate, which is zero at \(\nu=D\pi^2/d^2\). This is the rate at which diffusion empties the gap. It vanishes as \(d\to\infty\), since electrons then take ever longer to find a wall.

## Adding the drift

The first derivative in (1) can be removed by an exponential factor. Put \(n=e^{ax}u\), with \(a\) a constant to be chosen. Then

\[
n_x=e^{ax}(u_x+au),\qquad
n_{xx}=e^{ax}(u_{xx}+2au_x+a^2u).
\]

Inserting these in (1) and dividing by \(e^{ax}\),

\[
u_t=D\,u_{xx}+(2aD-w)u_x+(Da^2-wa+\nu)u .
\]

The choice

\[
a=\frac{w}{2D}
\]

cancels the \(u_x\) term. The constant terms become

\[
Da^2-wa=\frac{w^2}{4D}-\frac{w^2}{2D}=-\frac{w^2}{4D},
\]

so that

\[
u_t=D\,u_{xx}+\left(\nu-\frac{w^2}{4D}\right)u,
\qquad u(0,t)=u(d,t)=0 . \tag{3}
\]

This is the drift-free problem with \(\nu\) reduced by \(w^2/(4D)\). Its growth rates are therefore

\[
s_k=\nu-\frac{w^2}{4D}-\frac{Dk^2\pi^2}{d^2}. \tag{4}
\]

It remains to show that the first mode decides the fate of every seed. The sine series of \(u\) gives

\[
n(x,t)=e^{ax}\sum_{k=1}^{\infty}b_k\sin\frac{k\pi x}{d}\,e^{s_kt},
\qquad
b_k=\frac2d\int_0^d e^{-ax}n(x,0)\sin\frac{k\pi x}{d}\,dx .
\]

For \(k=1\) the sine is positive throughout the gap, so \(b_1>0\) for any non-negative, nonzero seed. Since \(s_1>s_2>\dots\), the first term dominates at late times. The density finally grows if \(s_1>0\) and decays if \(s_1<0\). Setting \(s_1=0\) gives

\[
\boxed{\;\nu_c=\frac{D\pi^2}{d^2}+\frac{w^2}{4D}\;} \tag{5}
\]

Reversing the drift leaves (5) unchanged, because only \(w^2\) enters.

## A second route: the stationary density

At threshold a stationary density exists without a source. An exponential \(e^{\kappa x}\) solves the stationary form of (1) if

\[
D\kappa^2-w\kappa+\nu=0,\qquad
\kappa=a\pm\sqrt{a^2-\nu/D}.
\]

If \(\nu<w^2/(4D)\), both roots are real. The combination vanishing at the cathode, \(e^{\kappa_1x}-e^{\kappa_2x}\), has no second zero. At equality the solution is \(xe^{ax}\), again without a second zero. Above equality it is

\[
n\propto e^{ax}\sin qx,\qquad q=\sqrt{\nu/D-a^2},
\]

and the first return to zero occurs at the anode if \(q=\pi/d\). Then \(\nu=D(a^2+\pi^2/d^2)\), which is (5). The drift term is thus the ionization frequency needed before the profile can bend back at all; the diffusion term makes it return within the distance \(d\).

## Where the electrons are lost

The critical profile is \(n\propto e^{ax}\sin(\pi x/d)\). Its maximum satisfies

\[
a\sin\frac{\pi x}{d}+\frac{\pi}{d}\cos\frac{\pi x}{d}=0,
\qquad \tan\frac{\pi x}{d}=-\frac{\pi}{ad}.
\]

The angle lies between \(\pi/2\) and \(\pi\), so for \(w>0\)

\[
x_{\rm peak}=d\left[1-\frac1\pi\arctan\frac{\pi}{ad}\right]. \tag{6}
\]

The density is zero at the walls, so the flux there is \(-Dn_x\):

\[
\Gamma(0)=-\frac{D\pi}{d},\qquad
\Gamma(d)=+\frac{D\pi}{d}e^{ad}.
\]

The negative sign at the cathode means flow into that plate, against the drift. The anode's share of the total loss is

\[
\frac{\Gamma(d)}{\Gamma(d)-\Gamma(0)}=\frac{1}{1+e^{-ad}}. \tag{7}
\]

The particle balance can now be verified. The profile obeys \(n_{xx}=2an_x-(a^2+\pi^2/d^2)n\). Integrating over the gap, the \(2an_x\) term gives nothing because \(n\) vanishes at both ends, and

\[
\left(a^2+\frac{\pi^2}{d^2}\right)\int_0^d n\,dx=n_x(0)-n_x(d)=\frac{\pi}{d}(1+e^{ad}).
\]

Multiplication by \(D\) gives \(\nu_c\int n\,dx=\Gamma(d)-\Gamma(0)\): ionization replaces the total wall loss. The two terms of (5) are not the losses to the two plates. Drift changes the profile, and the profile determines both wall fluxes.

## Limits of gap and diffusion

**Wide gap.** As \(d\to\infty\) at fixed \(D\) and \(w\), the threshold tends to \(w^2/(4D)\), not to zero. A pulse of \(N_0\) electrons per unit plate area, released at \(x=0\) in unbounded space, shows why:

\[
n=\frac{N_0}{\sqrt{4\pi Dt}}
\exp\left[-\frac{(x-wt)^2}{4Dt}+\nu t\right].
\]

Its total number grows as \(e^{\nu t}\) for any \(\nu>0\). At the release point, however,

\[
n(0,t)=\frac{N_0}{\sqrt{4\pi Dt}}
\exp\left[\left(\nu-\frac{w^2}{4D}\right)t\right].
\]

For \(\nu<w^2/(4D)\) the pulse multiplies but is carried away faster than its upstream edge can refill the starting region. An anode, however distant, eventually collects it.

**Weak diffusion.** At fixed \(w>0\) and \(d\), (5) diverges as \(D\to0\). With no diffusion, every electron and all its descendants move downstream together and leave within a time \(d/w\). They multiply by at most \(e^{\nu d/w}\), and nothing remains to continue the process. Diffusion against the drift supplies the upstream electrons that sustain growth.

Diffusion therefore both feeds the upstream region and carries electrons to the plates. At fixed \(w\) and \(d\),

\[
\frac{\partial\nu_c}{\partial D}=\frac{\pi^2}{d^2}-\frac{w^2}{4D^2}=0
\quad\Longrightarrow\quad
D_*=\frac{wd}{2\pi}.
\]

The second derivative, \(w^2/(2D^3)\), is positive, so this is a minimum. Each term equals \(\pi w/(2d)\) there, and the least threshold is \(\pi w/d\).

## Relating drift and diffusion

Let \(E\) be the magnitude of the dc force on an electron and \(T\) the electron temperature in energy units. For a constant collision frequency \(\nu_m\), uniform \(T\), and negligible inertia of the mean flow, momentum balance reads

\[
\nu_m\Gamma=nE-Tn_x .
\]

Comparison with the definition of \(\Gamma\) gives

\[
\mu=\frac1{\nu_m},\qquad w=\mu E,\qquad D=\mu T,
\]

and hence

\[
\nu_c=\mu\left(\frac{\pi^2T}{d^2}+\frac{E^2}{4T}\right),
\qquad ad=\frac{Ed}{2T}. \tag{8}
\]

The two terms are equal at \(E=2\pi T/d\).

This form limits what the dc field can do alone. The work it does per unit time and plate area is \(E\int\Gamma dx=Ew\int n\,dx\), because the diffusion part integrates to zero. The work per ionization at threshold is therefore

\[
\frac{Ew}{\nu_c}<\frac{Ew}{w^2/(4D)}=\frac{4DE}{w}=4T. \tag{9}
\]

If \(4T\) is below the ionization energy, the dc field cannot pay for the required ionization, even before other energy losses are counted. Another heating source is then needed. The converse does not follow: \(4T\) above the ionization energy is not sufficient for breakdown. The limit (9) also assumes plates that emit no electrons. Emission from the cathode can lower the threshold below \(w^2/(4D)\), and the work per ionization can then exceed \(4T\). Thus (9) does not rule out dc breakdown between emitting plates.

## Example: microwave-heated nitrogen with a sweeping field

Consider nitrogen at 5 Torr and 300 K in a 1 cm gap. A 2.45 GHz field with effective rms strength 250 V/cm heats the electrons, while a dc field of 20 V/cm sweeps them toward one plate. The microwave field gives no net drift over a cycle. The electron temperature is taken as 3 eV and the collision cross-section as 10 Å\(^2\). These are rough typical values, not a solution of the electron energy distribution. More digits are kept below only so that the arithmetic can be followed.

The gas density is \(1.609\times10^{17}\) cm\(^{-3}\), so the mean free path is

\[
\lambda=\frac{1}{(1.609\times10^{17})(10^{-15})}\ {\rm cm}=0.0062\ {\rm cm}.
\]

The mean electron speed, \(\bar v=1.159\times10^8\) cm/s, divided by \(\lambda\), gives \(\nu_m=1.866\times10^{10}\) s\(^{-1}\). The resulting mobility is \(9.428\times10^4\) cm\(^2\)/(V s). Therefore

\[
D=(9.428\times10^4)(3)=2.828\times10^5\ {\rm cm^2/s},
\]
\[
w=(9.428\times10^4)(20)=1.886\times10^6\ {\rm cm/s}.
\]

The two loss terms are

\[
\frac{D\pi^2}{d^2}=2.791\times10^6\ {\rm s^{-1}},\qquad
\frac{w^2}{4D}=3.143\times10^6\ {\rm s^{-1}},
\]

and their sum is

\[
\nu_c=5.93\times10^6\ {\rm s^{-1}}
=1.44\times10^{-10}\ \text{atomic units}.
\]

Diagonalizing the operator in (1), without the exponential substitution, gives the same \(5.9341\times10^6\) s\(^{-1}\) as the formula.

At fixed \(T\) and \(\mu\), the sweeping field raises the threshold by a factor 2.1 over its zero-field value. The two terms of (5) would be equal at 18.85 V/cm, close to the chosen field. Consequently \(D\) is also close to \(D_*=3.00\times10^5\) cm\(^2\)/s, and the threshold is near its minimum for this drift speed. Doubling the gap with the other parameters fixed would quarter the diffusion term but leave the drift term, giving about \(3.8\times10^6\) s\(^{-1}\).

Here \(ad=3.33\). Equation (6) places the density peak 0.76 cm from the cathode, and (7) sends 96.6 % of the lost electrons to the anode.

The dc work per ionization is \(20w/\nu_c=6.4\) eV. Its upper limit, \(4T=12\) eV, is also below the rough ionization energy of 16 eV. Within this model the microwave field is therefore necessary. It supplies about 990 eV per required ionization, most of which must go into other losses. Whether it actually produces \(\nu_c\) depends on the energy distribution, which is not calculated here.

## Multiplication below threshold

Integrating (1) over the gap gives, for \(N=\int n\,dx\),

\[
\frac{dN}{dt}=\nu N-[\Gamma(d)-\Gamma(0)].
\]

A seed away from the plates has almost no wall loss at first, so it multiplies even below \(\nu_c\). In the example, a seed released at \(x=d/4\) with \(\nu=0.9\nu_c\) reaches 2.05 times its initial number after \(3.3\times10^{-7}\) s. It then decays, with a computed late rate of \(-5.93\times10^5\) s\(^{-1}\). At \(1.1\nu_c\) the late rate is \(+5.94\times10^5\) s\(^{-1}\). Both agree with \(s_1=\nu-\nu_c\) to better than 0.1 %. A brief increase in electron number is therefore not evidence that the threshold has been crossed.

## Testing the wall condition

For nearly isotropic velocities, the one-way flux returning from a wall is \(n\bar v/4\) minus half the net outward flux. An absorbing wall returns nothing, so the outward flux is \(n\bar v/2\). When \(w\ll\bar v\), the function \(u\) then extrapolates to zero a distance

\[
\delta=\frac{2D}{\bar v}=0.0049\ {\rm cm}
\]

beyond each plate. This is an estimate, because velocities right at an absorbing wall are not nearly isotropic. The effective gap is \(d+2\delta\), which lowers the diffusion term by a fraction of about \(4\delta/d\), or 2 %. This is 0.9 % of \(\nu_c\), in agreement with the numerical solution of this wall model.

A particle simulation tests the idealization where it is less accurate. Time is measured in mean collision times and speed in units of \(\sqrt{T}\) (electron mass one). Collisions redraw the velocity from a thermal distribution; the gap is 40 and the drift speed 0.15. Ionization can be omitted if each new electron starts with its parent's velocity. A uniform \(\nu\) then merely multiplies the density by \(e^{\nu t}\), and the late loss rate is the critical frequency. The formula gives

\[
\frac{\pi^2}{40^2}+\frac{0.15^2}{4}=0.01179,
\]

whereas the simulation gives 0.01086, with a statistical uncertainty of about 0.4 %. The formula is thus 8 to 9 % too high relative to the simulation. The finite-wall model gives 0.01108, which is 1 to 2 % too high. Most of the discrepancy comes from the walls, so the ideal law needs a gap much longer than the mean free path. It also needs a drift speed well below the thermal speed, a condition this run hardly probes. For this collision model in a very wide gap, \(w^2/(4D)\) exceeds the kinetic loss rate by 0.6 % at drift speed 0.15, by 5 % at 0.5 and by 17 % at 1.

## The model beside a real discharge

Gaps near a centimetre, pressures of a few Torr and electron energies of a few eV are reasonable for microwave-heated nitrogen, but the model simplifies its transport. Real collision frequencies depend on electron energy, and diffusion along and across a field can differ. Even for the constant cross-section assumed here, averaging over a Maxwell distribution of speeds, instead of using one collision frequency, lowers \(D\), \(w\) and \(\nu_c\) together by 15 %. Lowering \(D\) by 20 % at fixed \(w\) raises \(\nu_c\) by 4 %. Real plates also emit electrons. For a rough yield of 0.01 electrons released per ion, with all ions reaching the cathode, emission lowers the threshold by a further 0.3 % of \(\nu_c\). In this wall model only about 6 % of the released electrons escape into the gap and the rest scatter back. If 0.01 is instead the net yield after back-scattering, the shift is about 4 %. Side walls at a radius of 5 cm raise it by 1.1 %, provided the microwave field is uniform over the plates. These small wall shifts belong to this example; larger yields or stronger multiplication across the gap increase the feedback from emission. A uniform microwave field is itself a strong assumption, because the wavelength at 2.45 GHz is 12 cm. A standing field of the form \(J_0(kr)\), with \(k\) the free-space wave number and \(r\) the distance from the axis, vanishes at \(r=4.7\) cm. If temperature follows the field and ionization varies as \(\exp(-16\,{\rm eV}/T)\), with \(D\) and \(w\) held fixed, the ionization frequency on the axis must exceed (5) by roughly 30 %.

The local description is reasonable here. The estimated energy relaxation length is 0.015 cm and the microwave swing amplitude 0.002 cm, both well below the gap and the drift length \(1/a=0.30\) cm. Heating by the dc field is estimated to change the ionization frequency by 1.7 %, if temperature follows the total rms field and ionization varies as \(\exp(-16\,{\rm eV}/T)\).

Space charge also limits how long the law applies. Uncompensated charge of density \(1.1\times10^7\) cm\(^{-3}\) would change the field across the gap by as much as the applied 20 V/cm. The slow ions supply most of this charge. With an ion drift speed near \(7\times10^3\) cm/s, they outnumber the electrons roughly 500 to 600 times in a steady state at threshold, so the electron density must then stay well below about \(2\times10^4\) cm\(^{-3}\). During fast growth at \(1.1\nu_c\) the ratio is about \(\nu/s_1=11\). Equation (5) describes the onset of growth within these limits, not the established plasma. The numerical output lists the inputs and most of the corrections.

## Computed results

```
ROUGH INPUTS, NITROGEN
pressure: 5.0 Torr
gas temperature: 300 K
gap: 1.0 cm
electron temperature: 3.0 eV
collision cross-section: 10 angstrom^2
dc field: 20 V/cm
effective rms microwave field: 250 V/cm
microwave frequency: 2.45e+09 Hz
ionization energy: 16 eV
plate radius: 5 cm
secondary yield: 0.01 electrons/ion
TRANSPORT AND THRESHOLD
gas density: 1.609e+17 cm^-3
mean electron speed: 1.159e+08 cm/s
mean free path: 0.00621 cm
collision frequency: 1.866e+10 s^-1
mobility: 9.428e+04 cm^2/(V s)
diffusion coefficient D: 2.828e+05 cm^2/s
drift speed w: 1.886e+06 cm/s
diffusion term: 2.791e+06 s^-1
drift term: 3.143e+06 s^-1
critical frequency, formula: 5.9341e+06 s^-1
critical frequency, operator: 5.9341e+06 s^-1
critical frequency: 1.435e-10 atomic units
a*d = w*d/(2D): 3.333 (no unit)
density peak from cathode: 0.759 cm
share of loss at anode: 96.6 %
field for equal losses: 18.85 V/cm
D of least threshold at this w: 3.001e+05 cm^2/s
least threshold at this w: 5.924e+06 s^-1
SEED AT ONE QUARTER OF THE GAP
peak gain at 0.9 nu_c: 2.05 (no unit)
time of peak: 3.34e-07 s
late rate at 0.9 nu_c: -5.932e+05 s^-1
late rate at 1.1 nu_c: 5.936e+05 s^-1
PARTICLE TEST, RATES PER COLLISION
simulated loss: 0.01086 (no unit)
ideal-wall formula: 0.01179 (no unit)
finite-wall model: 0.01108 (no unit)
NEGLECTED EFFECTS IN THE EXAMPLE
finite wall density: -0.91 % of nu_c
added emission: -0.26 % of nu_c
side-wall loss: 1.10 % of nu_c
D lower by 20 %: 3.83 % of nu_c
dc heating, ionization change: 1.71 %
energy relaxation length: 0.0147 cm
energy relaxation rate: 1.31e+09 s^-1
microwave swing amplitude: 0.00217 cm
space-charge density scale: 1.11e+07 cm^-3
dc energy per ionization: 6.36 eV
dc energy limit 4T: 12.0 eV
microwave energy per ionization: 993 eV
```
